# Effective Nuclear Charges for Spin-Orbit Splittings: Carbon to Fluorine and Hydrides: test program

```python
"""Koseki-type effective charges fitted to Breit-Pauli atomic fine structure.

Result under test: within one term the effective operator
    (alpha^2/2) Z_eff sum_i l_i.s_i / r_i^3
reproduces the spin-orbit constant A of the full Breit-Pauli operator when
Z_eff = A / A_unit; A follows from closed formulas with core, hole and pair parts.
The charges of C, N+, O, F are then used for CH, NH+, OH, HF+ (2Pi states).
Symbols: A = constant in A L.S (atoms) or A Lz Sz (hydrides);
kappa = (alpha^2/2) <l_z/r^3> of p+ or pi+ for unit nuclear charge;
g[k,p,q,r,s] = <p(1) r(2)| (r12 x p1)_k / r12^3 |q(1) s(2)>.
Hartree atomic units inside; splittings are printed in cm^-1.
"""
from itertools import combinations
import numpy as np
from scipy import constants
from scipy.integrate import trapezoid, cumulative_trapezoid
from scipy.linalg import eigh
from pyscf import gto, scf

ALPHA2 = constants.fine_structure ** 2
CM = constants.value('hartree-inverse meter relationship') / 100.0
SPIN = 0.5 * np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
ID2 = np.eye(2)
EPS = np.zeros((3, 3, 3))
for i, j, k in ((0, 1, 2), (1, 2, 0), (2, 0, 1)):
    EPS[i, j, k], EPS[i, k, j] = 1.0, -1.0

# open-shell energy coefficients (a, b), keyed by (number of orbitals, electrons)
COUPLING = {(3, 2): (3/4, 3/2), (3, 3): (1.0, 2.0), (3, 4): (15/16, 9/8),
            (3, 5): (24/25, 24/25), (2, 1): (0.0, 0.0), (2, 3): (8/9, 8/9)}

# Orientation of the library's cross product, fixed by l_z p+ = +p+
probe = gto.M(atom='H 0 0 0', basis={'H': [[1, [1.0, 1.0]]]}, spin=1, verbose=0)
with probe.with_rinv_origin((0.0, 0.0, 0.0)):
    ORIENT = np.sign(probe.intor('int1e_prinvxp', comp=3)[2, 0, 1])


def heavy_basis(symbol, with_d):
    exps = {0: set(), 1: set(), 2: set()}
    for shell in gto.basis.load('cc-pvtz', symbol):
        if shell[0] < 2:
            exps[shell[0]].update(prim[0] for prim in shell[1:])
    exps[1].add(3.5 * max(exps[1]))
    if with_d:
        for shell in gto.basis.load('cc-pvdz', symbol):
            if shell[0] == 2:
                exps[2].update(prim[0] for prim in shell[1:])
    return [[l, [e, 1.0]] for l in exps for e in sorted(exps[l], reverse=True)]


def hydrogen_basis():
    exps = {0: set(), 1: set()}
    for shell in gto.basis.load('cc-pvdz', 'H'):
        exps[shell[0]].update(prim[0] for prim in shell[1:])
    return [[l, [e, 1.0]] for l in exps for e in sorted(exps[l], reverse=True)]


def make_atom(symbol, charge):
    n_el = gto.charge(symbol) - charge
    return gto.M(atom=symbol + ' 0 0 0', basis={symbol: heavy_basis(symbol, False)},
                 charge=charge, spin=n_el % 2, verbose=0)


def make_hydride(symbol, charge, distance):
    return gto.M(atom=f'{symbol} 0 0 0; H 0 0 {distance:.10f}', unit='Bohr',
                 basis={symbol: heavy_basis(symbol, True), 'H': hydrogen_basis()},
                 charge=charge, spin=1, verbose=0)


def averaged_scf(mol, n_closed, n_open):
    """Hartree-Fock averaged over the spatial components of the term."""
    ls, ms = [], []
    for ib in range(mol.nbas):
        l = mol.bas_angular(ib)
        order = [1, -1, 0] if l == 1 else list(range(-l, l + 1))
        for _ in range(mol.bas_nctr(ib)):
            ls += [l] * len(order)
            ms += order
    ls, ms = np.array(ls), np.array(ms)
    if mol.natm == 1:
        closed = np.where(ls == 0)[0]
        shells = [np.where((ls == 1) & (ms == m))[0] for m in (1, -1, 0)]
    else:
        closed = np.where(ms == 0)[0]
        shells = [np.where(ms == m)[0] for m in (1, -1)]
    n_orb = len(shells)
    a, b = COUPLING[(n_orb, n_open)]
    h = mol.intor('int1e_kin') + mol.intor('int1e_nuc')
    s = mol.intor('int1e_ovlp')
    eri = mol.intor('int2e', aosym='s8')
    nao = len(h)
    focks, errors = [], []
    f_closed, f_open = h, h
    for _ in range(100):
        ix = np.ix_(closed, closed)
        c = np.zeros((nao, n_closed + n_orb))
        c[closed, :n_closed] = eigh(f_closed[ix], s[ix])[1][:, :n_closed]
        ix = np.ix_(shells[0], shells[0])
        radial = eigh(f_open[ix], s[ix])[1][:, 0]
        for m, shell in enumerate(shells):
            c[shell, n_closed + m] = radial
        dc = 2 * c[:, :n_closed] @ c[:, :n_closed].T
        do = n_open / n_orb * c[:, n_closed:] @ c[:, n_closed:].T
        vj, vk = scf.hf.dot_eri_dm(eri, np.array([dc, do]), hermi=1)
        core = vj[0] - vk[0] / 2
        own = a * vj[1] - b * vk[1] / 2
        energy = (np.sum(h * (dc + do)) + np.sum(core * dc) / 2 + np.sum(core * do)
                  + np.sum(own * do) / 2 + mol.energy_nuc())
        new_c, new_o = h + core + vj[1] - vk[1] / 2, h + core + own
        e1, e2 = new_c @ dc @ s, new_o @ do @ s
        err = np.concatenate([(e1 - e1.T).ravel(), (e2 - e2.T).ravel()])
        if np.abs(err).max() < 1e-7:
            return energy, c
        focks = (focks + [np.array([new_c, new_o])])[-8:]
        errors = (errors + [err])[-8:]
        n = len(errors)
        mat = np.zeros((n + 1, n + 1))
        mat[:n, :n] = np.array(errors) @ np.array(errors).T / (err @ err)
        mat[n, :n] = mat[:n, n] = 1.0
        weights = np.linalg.lstsq(mat, np.eye(n + 1)[n], rcond=1e-15)[0][:n]
        weights /= weights.sum()
        f_closed, f_open = np.einsum('n,nxij->xij', weights, np.array(focks))
    raise AssertionError('orbital optimization did not converge')


def annihilate(sign, det, q):
    pos = det.index(q)
    return sign * (-1) ** pos, det[:pos] + det[pos + 1:]


def create(sign, det, p):
    pos = sum(o < p for o in det)
    return sign * (-1) ** pos, det[:pos] + (p,) + det[pos:]


def one_body(dets, h):
    index = {d: n for n, d in enumerate(dets)}
    out = np.zeros((len(dets),) * 2, complex)
    for col, det in enumerate(dets):
        for q in det:
            s1, d1 = annihilate(1, det, q)
            for p in range(len(h)):
                if p not in d1:
                    s2, d2 = create(s1, d1, p)
                    if d2 in index:
                        out[index[d2], col] += s2 * h[p, q]
    return out


def two_body(dets, w):
    index = {d: n for n, d in enumerate(dets)}
    out = np.zeros((len(dets),) * 2, complex)
    for col, det in enumerate(dets):
        for q, s in combinations(det, 2):
            s1, d1 = annihilate(1, det, q)
            s1, d1 = annihilate(s1, d1, s)
            free = [p for p in range(len(w)) if p not in d1]
            for p, r in combinations(free, 2):
                s2, d2 = create(s1, d1, r)
                s2, d2 = create(s2, d2, p)
                if d2 in index:
                    out[index[d2], col] += s2 * (w[p, q, r, s] - w[p, s, r, q])
    return out


def to_mo(tensor, c):
    return np.einsum('kpqrs,pi,qj,rl,sm->kijlm', tensor, c, c, c, c, optimize=True)


def spin_orbital_one(hk):
    n = 2 * hk.shape[1]
    return np.einsum('kpq,kab->paqb', hk, SPIN).reshape(n, n)


def derivative_tensor(y):
    """Traceless (d_k rho_pq | d_l rho_rs) from (grad p q | grad r s)."""
    y = y + y.transpose(0, 1, 3, 2, 4, 5)
    y = y + y.transpose(0, 1, 2, 3, 5, 4)
    return y - np.einsum('kl,pqrs->klpqrs', np.eye(3), np.einsum('kkpqrs->pqrs', y)) / 3


def analyse(mol, c, n_closed, n_open):
    n_mo = c.shape[1]
    n_orb, n_so = n_mo - n_closed, 2 * n_mo
    core_so = tuple(range(2 * n_closed))
    dets = [core_so + d for d in combinations(range(2 * n_closed, n_so), n_open)]
    unit = []
    for ia in range(mol.natm):
        with mol.with_rinv_origin(mol.atom_coord(ia)):
            x = mol.intor('int1e_prinvxp', comp=3)
        unit.append(-0.5j * ORIENT * ALPHA2 * np.einsum('kpq,pi,qj->kij', x, c, c))
    g = -1j * ORIENT * to_mo(mol.intor('int2e_p1vxp1', comp=3), c)
    h_nuc = sum(z * u for z, u in zip(mol.atom_charges(), unit))
    w = (np.einsum('kpqrs,kab,cd->paqbrcsd', g, SPIN, ID2)
         + 2 * np.einsum('kpqrs,ab,kcd->paqbrcsd', g, ID2, SPIN)).reshape((n_so,) * 4)
    w = -ALPHA2 / 2 * (w + w.transpose(2, 3, 0, 1))
    h_so = one_body(dets, spin_orbital_one(h_nuc)) + two_body(dets, w)
    h_unit = [one_body(dets, spin_orbital_one(u)) for u in unit]
    ls = np.zeros_like(h_so)
    for k in range(3):
        l_k = np.zeros((n_mo, n_mo), complex)
        l_k[n_closed:, n_closed:] = -1j * EPS[k, :n_orb, :n_orb]
        ls += (one_body(dets, np.kron(l_k, ID2))
               @ one_body(dets, np.kron(np.eye(n_mo), SPIN[k])))
    res = dict(dets=dets, g=g, unit=unit, h_nuc=h_nuc, so=h_so, koseki=h_unit, ls=ls)
    if mol.natm == 1:
        nao = len(c)
        y = mol.intor('int2e_ip1ip2', comp=9)
        d = derivative_tensor(to_mo(y, c).reshape((3, 3) + (n_mo,) * 4))
        w = ALPHA2 * np.einsum('klpqrs,kab,lcd->paqbrcsd', d, SPIN, SPIN, optimize=True)
        res['ss'] = two_body(dets, w.reshape((n_so,) * 4))
        coulomb = to_mo(mol.intor('int2e').reshape((1,) + (nao,) * 4), c)[0]
        w = np.einsum('pqrs,ab,cd->paqbrcsd', coulomb, ID2, ID2).reshape((n_so,) * 4)
        res['coulomb'] = eigh(two_body(dets, w))
    return res


def constant(h, ls):
    return (np.trace(h @ ls) / np.trace(ls @ ls)).real


def screened(res, occupied):
    """Mean-field two-electron part from doubly occupied real orbitals."""
    g = res['g']
    out = 0
    for o in occupied:
        out = out + (2 * g[:, :, :, o, o] - 3 * g[:, :, o, o, :]
                     - 3 * g[:, o, :, :, o].transpose(0, 2, 1))
    return -ALPHA2 / 2 * out


def eigen_plus(hk, n_closed):
    return (1j * hk[2, n_closed, n_closed + 1]).real


def closed_formula(res, n_closed, n_orb, n_open):
    hole = n_open > n_orb
    occupied = range(n_closed + n_orb) if hole else range(n_closed)
    lam = eigen_plus(res['h_nuc'] + screened(res, occupied), n_closed)
    sign = -1 if hole else 1
    if n_orb == 3 and n_open in (2, 4):
        u = -np.array([1, 1j]) / np.sqrt(2)
        xy, z = slice(n_closed, n_closed + 2), n_closed + 2
        g = res['g'][2]
        pair = (u.conj() @ g[xy, xy, z, z] @ u - u.conj() @ g[xy, z, z, xy] @ u
                - u @ g[z, xy, xy, z] @ u.conj())
        return sign * lam / 2 - 0.75 * ALPHA2 * pair.real
    return sign * lam


def check_energy(mol, c, n_closed, n_open, energy):
    n_orb = c.shape[1] - n_closed
    n_up = min(n_open, n_orb)
    ca, cb = c[:, :n_closed + n_up], c[:, :n_closed + n_open - n_up]
    direct = scf.UHF(mol).energy_tot(dm=np.array([ca @ ca.T, cb @ cb.T]))
    assert abs(direct - energy) < 1e-7


# Spin-spin tensor against the classical dipole law for two distant charges
distance = 10.0
pair_mol = gto.M(atom=f'H 0 0 0; H 0 0 {distance}', unit='Bohr', verbose=0,
                 basis={'H': [[0, [1.0, 1.0]]]})
tensor = derivative_tensor(pair_mol.intor('int2e_ip1ip2', comp=9).reshape(3, 3, 2, 2, 2, 2))
assert abs(tensor[2, 2, 0, 0, 1, 1] * distance ** 3 + 2) < 1e-6
assert abs(tensor[0, 0, 0, 0, 1, 1] * distance ** 3 - 1) < 1e-6

print(f'alpha^2/2 = {ALPHA2/2:.6e} (a.u.); 1 hartree = {CM:.3f} cm^-1')
atoms = {}
for symbol, charge, n_open in (('C', 0, 2), ('N', 1, 2), ('O', 0, 4), ('F', 0, 5)):
    mol = make_atom(symbol, charge)
    energy, c = averaged_scf(mol, 2, n_open)
    check_energy(mol, c, 2, n_open, energy)
    res = analyse(mol, c, 2, n_open)
    values, vectors = res['coulomb']
    v = vectors[:, values < values[0] + 1e-6]
    assert v.shape[1] == (6 if n_open == 5 else 9)
    so, ss, unit, ls = (v.conj().T @ m @ v for m in
                        (res['so'], res['ss'], res['koseki'][0], res['ls']))
    a_full, a_unit = constant(so + ss, ls), constant(unit, ls)
    kappa = eigen_plus(res['unit'][0], 2)
    factor = {2: 0.5, 4: -0.5, 5: -1.0}[n_open]
    assert abs(a_unit / (factor * kappa) - 1) < 1e-8
    assert abs(closed_formula(res, 2, 3, n_open) / a_full - 1) < 1e-7
    assert np.abs(unit - a_unit * ls).max() < 1e-11
    # radial quadrature of the nuclear and direct screening integrals
    t = np.linspace(np.log(1e-6), np.log(40.0), 6001)
    r = np.exp(t)
    phi = mol.eval_gto('GTOval_sph', np.column_stack([0 * r, 0 * r, r])) @ c
    p2 = phi[:, 4] ** 2 * 4 * np.pi / 3
    charge_in = cumulative_trapezoid(8 * np.pi * (phi[:, :2] ** 2).sum(1) * r ** 3, t, initial=0)
    r3 = trapezoid(p2, t)
    direct = (2j * sum(res['g'][2, 2, 3, o, o] for o in range(2))).real
    assert abs(ALPHA2 / 2 * r3 / kappa - 1) < 1e-6
    assert abs(trapezoid(p2 * charge_in, t) / direct - 1) < 1e-5
    # J levels of the full operator and their weighted least-squares fit
    x, u = eigh(ls)
    rotated = u.conj().T @ (so + ss) @ u
    assert np.abs(rotated - np.diag(np.diag(rotated))).max() < 1e-10
    targets = [0.5, -1.0] if n_open == 5 else [1.0, -1.0, -2.0]
    levels = np.array([np.diag(rotated).real[np.abs(x - y) < 1e-6].mean() for y in targets])
    weight = np.sqrt([np.sum(np.abs(x - y) < 1e-6) for y in targets])
    design = np.column_stack([targets, np.ones(len(targets))]) * weight[:, None]
    fit = np.linalg.lstsq(design, levels * weight, rcond=None)[0]
    assert abs(fit[0] / a_full - 1) < 1e-7
    rest = levels - a_full * np.array(targets)
    if n_open == 5:
        assert np.abs(ss).max() < 1e-11
    else:
        assert np.abs(rest - rest[0] * np.array([1, -5, 10])).max() < 1e-10
        assert abs((5*levels[0] - 3*levels[1] - 2*levels[2]) / 12 / a_full - 1) < 1e-7
        assert abs(constant(so, ls) / a_full - 1) < 1e-7
    z_eff = a_full / a_unit
    s_1s = -eigen_plus(screened(res, [0]), 2) / kappa
    atoms[symbol] = dict(z=z_eff, kappa=kappa, s_1s=s_1s)
    name = symbol + '+' * charge
    print(f'{name}: E(HF) = {energy:.6f} hartree; <r^-3> = {r3:.4f} bohr^-3; '
          f'kappa = {kappa*CM:.4f} cm^-1')
    print(f'{name}: A = {a_full*CM:.4f} cm^-1; Z_eff = {z_eff:.4f}; Z_eff/Z = '
          f'{z_eff/gto.charge(symbol):.4f}; zeta = {z_eff*kappa*CM:.4f} cm^-1')
    print(f'{name}: screening charge by 1s^2 = {s_1s:.4f}, by the rest = '
          f'{gto.charge(symbol)-z_eff-s_1s:.4f}; direct part of 1s^2 2s^2 = {direct/r3:.4f}')
    labels = '3/2, 1/2' if n_open == 5 else '2, 1, 0'
    print(f'{name}: full levels J = {labels}: '
          + ', '.join(f'{e*CM:.4f}' for e in levels) + ' cm^-1')
    print(f'{name}: fitted levels J = {labels}: '
          + ', '.join(f'{a_full*y*CM:.4f}' for y in targets) + ' cm^-1')

# Neutral nitrogen: no charge can be fitted in first order
mol = make_atom('N', 0)
energy, c = averaged_scf(mol, 2, 3)
check_energy(mol, c, 2, 3, energy)
res = analyse(mol, c, 2, 3)
values, vectors = res['coulomb']
assert np.ptp(values[:4]) < 1e-6 and np.ptp(values[4:14]) < 1e-6 and np.ptp(values[14:]) < 1e-6
for term, cut, interval in (('2D', slice(4, 14), 2.5), ('2P', slice(14, 20), 1.5)):
    v = vectors[:, cut]
    unit, full, ls = (v.conj().T @ m @ v for m in
                      (res['koseki'][0], res['so'] + res['ss'], res['ls']))
    assert np.abs(unit).max() < 1e-11
    print(f'N p^3 {term}: first-order full splitting E(J=L+1/2)-E(J=L-1/2) = '
          f'{interval*constant(full, ls)*CM:.5f} cm^-1; largest unit-charge element = '
          f'{np.abs(unit).max()*CM:.1e} cm^-1')
cross = vectors[:, 4:14].conj().T @ res['koseki'][0] @ vectors[:, 14:]
assert np.abs(cross).max() > 1e-7
print(f'N p^3: largest 2D-2P unit-charge singular value = '
      f'{np.linalg.svd(cross, compute_uv=False)[0]*CM:.4f} cm^-1')

errors_z, errors_zeta = [], []
for name, symbol, charge, n_open, guess in (('CH', 'C', 0, 1, 2.1), ('NH+', 'N', 1, 1, 2.0),
                                            ('OH', 'O', 0, 3, 1.8), ('HF+', 'F', 1, 3, 1.9)):
    step = 0.1
    e = [averaged_scf(make_hydride(symbol, charge, guess + d), 3, n_open)[0]
         for d in (-step, 0.0, step)]
    curvature = e[0] - 2 * e[1] + e[2]
    shift = step * (e[0] - e[2]) / (2 * curvature)
    assert curvature > 0 and abs(shift) < step
    bond = guess + shift
    mol = make_hydride(symbol, charge, bond)
    energy, c = averaged_scf(mol, 3, n_open)
    check_energy(mol, c, 3, n_open, energy)
    res = analyse(mol, c, 3, n_open)
    a_full = constant(res['so'], res['ls'])
    gap = np.ptp(np.linalg.eigvalsh(res['so']))
    assert abs(gap / abs(a_full) - 1) < 1e-7
    assert abs(closed_formula(res, 3, 2, n_open) / a_full - 1) < 1e-7
    kappa, kappa_h = (eigen_plus(u, 3) for u in res['unit'])
    atom = atoms[symbol]
    sign = 1 if n_open == 1 else -1
    a_koseki = constant(atom['z'] * res['koseki'][0] + res['koseki'][1], res['ls'])
    assert abs(a_koseki / (sign * (atom['z'] * kappa + kappa_h)) - 1) < 1e-8
    z_mol = (abs(a_full) - kappa_h) / kappa
    s_1s = -eigen_plus(screened(res, [0]), 3) / kappa
    err = 100 * (a_koseki / a_full - 1)
    err_zeta = 100 * (sign * atom['z'] * atom['kappa'] / a_full - 1)
    assert a_full * sign > 0 and abs(err) < 20
    errors_z.append(err)
    errors_zeta.append(err_zeta)
    print(f'{name}: R = {bond:.4f} bohr; E(HF) = {energy:.6f} hartree')
    print(f'{name}: A full = {a_full*CM:.4f} cm^-1; A from atomic Z_eff = '
          f'{a_koseki*CM:.4f} cm^-1; error = {err:.2f} %')
    print(f'{name}: A from atomic zeta = {sign*atom["z"]*atom["kappa"]*CM:.4f} cm^-1; '
          f'error = {err_zeta:.2f} %')
    print(f'{name}: kappa_X = {kappa*CM:.4f} cm^-1; kappa_X/kappa_atom = '
          f'{kappa/atom["kappa"]:.4f}; kappa_H = {kappa_h*CM:.5f} cm^-1')
    print(f'{name}: charge needed Z_mol = {z_mol:.4f}; screening charge by 1s^2 = '
          f'{s_1s:.4f}, by the rest = {gto.charge(symbol)-z_mol-s_1s:.4f}')

print(f'mean absolute error: atomic Z_eff {np.mean(np.abs(errors_z)):.2f} %, '
      f'atomic zeta {np.mean(np.abs(errors_zeta)):.2f} %')
print(f'largest absolute error: atomic Z_eff {np.max(np.abs(errors_z)):.2f} %, '
      f'atomic zeta {np.max(np.abs(errors_zeta)):.2f} %')
print('done: every assertion held')
```

Running it gives:

```
alpha^2/2 = 2.662568e-05 (a.u.); 1 hartree = 219474.631 cm^-1
C: E(HF) = -37.686923 hartree; <r^-3> = 1.6810 bohr^-3; kappa = 9.8233 cm^-1
C: A = 13.5904 cm^-1; Z_eff = 2.7670; Z_eff/Z = 0.4612; zeta = 27.1808 cm^-1
C: screening charge by 1s^2 = 2.5820, by the rest = 0.6510; direct part of 1s^2 2s^2 = 1.5754
C: full levels J = 2, 1, 0: 13.4292, -12.7846, -28.7924 cm^-1
C: fitted levels J = 2, 1, 0: 13.5904, -13.5904, -27.1808 cm^-1
N+: E(HF) = -53.885010 hartree; <r^-3> = 3.8067 bohr^-3; kappa = 22.2453 cm^-1
N+: A = 41.9189 cm^-1; Z_eff = 3.7688; Z_eff/Z = 0.5384; zeta = 83.8378 cm^-1
N+: screening charge by 1s^2 = 2.5834, by the rest = 0.6478; direct part of 1s^2 2s^2 = 1.5271
N+: full levels J = 2, 1, 0: 41.5241, -39.9450, -87.7855 cm^-1
N+: fitted levels J = 2, 1, 0: 41.9189, -41.9189, -83.8378 cm^-1
O: E(HF) = -74.804252 hartree; <r^-3> = 4.9412 bohr^-3; kappa = 28.8745 cm^-1
O: A = -79.9017 cm^-1; Z_eff = 5.5344; Z_eff/Z = 0.6918; zeta = 159.8035 cm^-1
O: screening charge by 1s^2 = 2.5758, by the rest = -0.1102; direct part of 1s^2 2s^2 = 1.5273
O: full levels J = 2, 1, 0: -80.3627, 82.2067, 155.1934 cm^-1
O: fitted levels J = 2, 1, 0: -79.9017, 79.9017, 159.8035 cm^-1
F: E(HF) = -99.401208 hartree; <r^-3> = 7.4944 bohr^-3; kappa = 43.7948 cm^-1
F: A = -265.7725 cm^-1; Z_eff = 6.0686; Z_eff/Z = 0.6743; zeta = 265.7725 cm^-1
F: screening charge by 1s^2 = 2.5728, by the rest = 0.3586; direct part of 1s^2 2s^2 = 1.5131
F: full levels J = 3/2, 1/2: -132.8862, 265.7725 cm^-1
F: fitted levels J = 3/2, 1/2: -132.8862, 265.7725 cm^-1
N p^3 2D: first-order full splitting E(J=L+1/2)-E(J=L-1/2) = -13.62840 cm^-1; largest unit-charge element = 4.7e-13 cm^-1
N p^3 2P: first-order full splitting E(J=L+1/2)-E(J=L-1/2) = -5.52503 cm^-1; largest unit-charge element = 5.7e-13 cm^-1
N p^3: largest 2D-2P unit-charge singular value = 20.1233 cm^-1
CH: R = 2.1051 bohr; E(HF) = -38.274686 hartree
CH: A full = 28.3468 cm^-1; A from atomic Z_eff = 26.6142 cm^-1; error = -6.11 %
CH: A from atomic zeta = 27.1808 cm^-1; error = -4.11 %
CH: kappa_X = 9.4016 cm^-1; kappa_X/kappa_atom = 0.9571; kappa_H = 0.60006 cm^-1
CH: charge needed Z_mol = 2.9513; screening charge by 1s^2 = 2.5803, by the rest = 0.4684
NH+: R = 1.9977 bohr; E(HF) = -54.503295 hartree
NH+: A full = 83.3050 cm^-1; A from atomic Z_eff = 78.8835 cm^-1; error = -5.31 %
NH+: A from atomic zeta = 83.8378 cm^-1; error = 0.64 %
NH+: kappa_X = 20.7298 cm^-1; kappa_X/kappa_atom = 0.9319; kappa_H = 0.75739 cm^-1
NH+: charge needed Z_mol = 3.9821; screening charge by 1s^2 = 2.5816, by the rest = 0.4363
OH: R = 1.8086 bohr; E(HF) = -75.411261 hartree
OH: A full = -139.9526 cm^-1; A from atomic Z_eff = -151.0337 cm^-1; error = 7.92 %
OH: A from atomic zeta = -159.8035 cm^-1; error = 14.18 %
OH: kappa_X = 27.1114 cm^-1; kappa_X/kappa_atom = 0.9389; kappa_H = 0.98772 cm^-1
OH: charge needed Z_mol = 5.1257; screening charge by 1s^2 = 2.5743, by the rest = 0.3000
HF+: R = 1.8605 bohr; E(HF) = -99.529377 hartree
HF+: A full = -290.9354 cm^-1; A from atomic Z_eff = -288.1063 cm^-1; error = -0.97 %
HF+: A from atomic zeta = -265.7725 cm^-1; error = -8.65 %
HF+: kappa_X = 47.3207 cm^-1; kappa_X/kappa_atom = 1.0805; kappa_H = 0.93657 cm^-1
HF+: charge needed Z_mol = 6.1284; screening charge by 1s^2 = 2.5739, by the rest = 0.2977
mean absolute error: atomic Z_eff 5.08 %, atomic zeta 6.90 %
largest absolute error: atomic Z_eff 7.92 %, atomic zeta 14.18 %
done: every assertion held
```
